# Range-Separated Exchange with Dielectric Long-Range Screening

A calculation of an insulator with a range-separated hybrid functional needs three numbers before it can start: the fraction of exact exchange at short range, the fraction at long range, and the parameter that separates the ranges. A fourth choice, the treatment of the zero-wavevector term on a finite mesh, affects every exchange energy. This section derives what the first two must be if electrons are to interact through the bare Coulomb force at large wavevector and through the macroscopically screened force at small wavevector. It then fixes the third from a model of screening and works out the fourth.

## The interaction

The nonlocal exchange operator acts on an orbital $\varphi_i$ as

$$(\hat K\varphi_i)(\mathbf r)=-\sum_j\varphi_j(\mathbf r)\int d^3r'\,\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')\,v(|\mathbf r-\mathbf r'|),\tag{1}$$

where $j$ runs over occupied orbitals of the same spin. In Hartree–Fock theory $v$ is the bare Coulomb interaction. Here it is

$$v(r)=\frac{e^2}{4\pi\varepsilon_0 r}\left[a_S\,\mathrm{erfc}(\mu r)+a_L\,\mathrm{erf}(\mu r)\right],\tag{2}$$

with $\mu>0$ and $\mathrm{erf}(x)=(2/\sqrt\pi)\int_0^x e^{-t^2}dt=1-\mathrm{erfc}(x)$. The weights $a_S$ and $a_L$ are left open for now.

The part of exchange removed from (2) is returned through a functional of the density and its gradient. Its potential multiplies the orbital by a function of $\mathbf r$, so it adds nothing to the kernel $v$. The statements below concern this kernel, not the whole functional.

The dielectric constant $\varepsilon>1$ is that of the electrons with the nuclei clamped. It is static and, at first, isotropic.

## Transform and limits

Define $v(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}v(r)$. For $1/r$ the integral needs a regulator $e^{-\lambda r}$. The angular integral gives $4\pi\sin(qr)/(qr)$, so

$$\int d^3r\,\frac{e^{-\lambda r}}{r}e^{-i\mathbf q\cdot\mathbf r}=\frac{4\pi}{q}\int_0^\infty\sin(qr)\,e^{-\lambda r}dr=\frac{4\pi}{q^2+\lambda^2}\to\frac{4\pi}{q^2}.\tag{3}$$

For the long-range part let $\Phi=\mathrm{erf}(\mu r)/r$. A spherical function obeys $\nabla^2\Phi=(r\Phi)''/r$. Here $(r\Phi)'=(2\mu/\sqrt\pi)e^{-\mu^2r^2}$, and a second derivative gives

$$\nabla^2\Phi=-\frac{4\mu^3}{\sqrt\pi}e^{-\mu^2r^2}=-4\pi g(r),\qquad g(r)=\frac{\mu^3}{\pi^{3/2}}e^{-\mu^2r^2}.\tag{4}$$

Since $\Phi$ is finite at the origin, no point charge is hidden there: $\Phi$ is the potential of a normalized Gaussian charge. Completing the square in each Cartesian integral gives $g(q)=e^{-q^2/4\mu^2}$. The Laplacian becomes $-q^2$, so $\Phi(q)=(4\pi/q^2)e^{-q^2/4\mu^2}$. Subtracting this from (3) gives the transform of $\mathrm{erfc}(\mu r)/r$. With both weights,

$$v(q)=\frac{e^2}{\varepsilon_0q^2}\left[a_S+(a_L-a_S)e^{-q^2/4\mu^2}\right].\tag{5}$$

The bracket tends to $a_S$ as $q\to\infty$ and to $a_L$ as $q\to0$. A bare interaction at large $q$ requires $a_S=1$. Macroscopic screening, $v\to e^2/(\varepsilon_0\varepsilon q^2)$, requires $a_L=1/\varepsilon$. Within the form (2) there is no other choice, and

$$v(q)=\frac{e^2}{\varepsilon_0q^2}\,w(q),\qquad w(q)=1-\left(1-\frac1\varepsilon\right)e^{-q^2/4\mu^2}.\tag{6}$$

If an implementation asks for a full-range fraction and an added short-range fraction, these are $1/\varepsilon$ and $1-1/\varepsilon$, because $\mathrm{erfc}+\mathrm{erf}/\varepsilon=1/\varepsilon+(1-1/\varepsilon)\,\mathrm{erfc}$.

For $\varepsilon=4$, direct numerical transformation of (2) gives $w=0.2519$, $0.4159$, $0.7241$ and $0.9863$ at $q/\mu=0.1$, 1, 2 and 4, in agreement with (6). A global hybrid of weight $1/\varepsilon$ has $w=0.25$ at every $q$ and fails at large $q$. A short-range-only hybrid of weight 0.25 reaches 0.25 at $q=10\mu$ and falls to 0.0006 at $q=0.1\mu$, so it fails at both ends.

To see how the small-$q$ limit is reached, expand $e^{-q^2/4\mu^2}=1-q^2/4\mu^2+\dots$ in (6):

$$v(q)=\frac{e^2}{\varepsilon_0\varepsilon q^2}+\frac{e^2}{4\varepsilon_0\mu^2}\left(1-\frac1\varepsilon\right)+O(q^2).\tag{7}$$

Macroscopic screening fixes the first term, while the second depends on $\mu$. Their ratio is $(\varepsilon-1)q^2/4\mu^2$, so the screened law holds for $q\ll2\mu/\sqrt{\varepsilon-1}$. For large $\varepsilon$ this is stricter than $q\ll2\mu$.

A metal is the case $\varepsilon\to\infty$ at fixed $q$. The first term of (7) is then absent, and $v(q\to0)=e^2/(4\varepsilon_0\mu^2)$ is finite.

## Choosing the separation parameter

The two limits hold for any $\mu>0$. A value follows if $w(q)$ is also to imitate $1/\varepsilon(q)$ at the first order beyond the macroscopic limit. Take the interpolation

$$\varepsilon(q)=1+\frac1{G(q)},\qquad G=\frac1{\varepsilon-1}+\frac{q^2}{k_{TF}^2}+\left(\frac{\hbar q^2}{2m\omega_p}\right)^2,\tag{8}$$

where $\omega_p^2=ne^2/(\varepsilon_0m)$ and $n$ is the density of valence electrons. Each term secures one limit.

*Insulator, $q\to0$.* The first term gives $\varepsilon(0)=\varepsilon$.

*Metal, small $q$.* A slowly varying potential energy $U$ shifts the local band bottom, and electrons flow until the Fermi level is flat. Hence $\delta n=-(dn/dE_F)U$. The induced charge adds $e^2\delta n/(\varepsilon_0q^2)$ to the applied potential energy, so $U_{\rm ext}=U(1+k_{TF}^2/q^2)$ with $k_{TF}^2=(e^2/\varepsilon_0)\,dn/dE_F$. For free electrons $dn/dE_F=mk_F/(\pi^2\hbar^2)$. With $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$,

$$k_{TF}^2=\frac{4k_F}{\pi a_0},\qquad k_F=(3\pi^2n)^{1/3}.\tag{9}$$

*Large $q$.* Electron momenta are then negligible beside $\hbar q$. A potential energy $U(e^{iqx}+e^{-iqx})$ changes a uniform wave, to first order, to $1-(U/E_q)(e^{iqx}+e^{-iqx})$, with $E_q=\hbar^2q^2/2m$. Squaring gives $\delta n=-2nU/E_q$ for each Fourier component, hence

$$\varepsilon(q)\to1+\frac{e^2}{\varepsilon_0q^2}\,\frac{4mn}{\hbar^2q^2}=1+\left(\frac{2m\omega_p}{\hbar q^2}\right)^2,\tag{10}$$

which is what the last term of $G$ supplies.

Now $1/\varepsilon(q)=G/(1+G)=1-1/(1+G)$, and $1+G(0)=\varepsilon/(\varepsilon-1)$. Expanding to order $q^2$,

$$\frac1{1+G}=\frac{\varepsilon-1}{\varepsilon}\left[1-\frac{\varepsilon-1}{\varepsilon}\frac{q^2}{k_{TF}^2}\right],\qquad \frac1{\varepsilon(q)}=\frac1\varepsilon+\left(\frac{\varepsilon-1}{\varepsilon}\right)^2\frac{q^2}{k_{TF}^2}.\tag{11}$$

The same order of $w$ in (6) is $[(\varepsilon-1)/\varepsilon]\,q^2/4\mu^2$. Equating the two gives

$$\mu=\frac{k_{TF}}2\sqrt{\frac{\varepsilon}{\varepsilon-1}}.\tag{12}$$

For an insulator this is an estimate: the $q^2$ coefficient in (8) was derived for a metal and is only carried over. A coefficient half as large again would lower $\mu$ by 18%, and would raise the self-exchange integral of the valence-like orbital treated below from 6.45 to 7.22 eV. Such a change is plausible. Take a gapped free-electron gas, in which every excitation energy $\Delta$ is raised to $\sqrt{\Delta^2+\hbar^2\omega_p^2/(\varepsilon-1)}$ at fixed oscillator strength. It has the same $\varepsilon(0)$ but a $q^2$ coefficient $9/5$ times as large, which would lower $\mu$ by 25%. In the metallic limit $\mu=k_{TF}/2$, and the finite value found above becomes $v(0)=e^2/(\varepsilon_0k_{TF}^2)$, the Thomas–Fermi result.

The worked example uses round values, $\varepsilon=4$ and $n=400\ \mathrm{nm^{-3}}$. Then $k_F=(3\pi^2\times400)^{1/3}=22.79\ \mathrm{nm^{-1}}$, (9) gives $k_{TF}=23.42\ \mathrm{nm^{-1}}$, and

$$\mu=\tfrac12(23.42)\sqrt{4/3}=13.52\ \mathrm{nm^{-1}}=0.7155\ \mathrm{bohr^{-1}}.$$

The separation length $1/\mu=0.074$ nm is shorter than a typical bond. Because $k_{TF}\propto n^{1/6}$, $\mu$ is insensitive to density: at fixed $\varepsilon$, doubling $n$ raises it to $15.18\ \mathrm{nm^{-1}}$.

## What "bare at short range" means

Real space adds a qualification. For small $r$, $\mathrm{erf}(\mu r)=2\mu r/\sqrt\pi+O(r^3)$, so (2) with the weights just found becomes

$$v(r)=\frac{e^2}{4\pi\varepsilon_0r}-C+O(r^2),\qquad C=\left(1-\frac1\varepsilon\right)\frac{e^2\mu}{2\pi^{3/2}\varepsilon_0}.\tag{13}$$

The $1/r$ singularity has full strength, but the interaction lies below the bare one by a constant. This does not conflict with (6): the removed part is smooth in $r$, so its transform vanishes rapidly at large $q$, yet its value at $r=0$ collects all the small wavevectors. With $e^2/4\pi\varepsilon_0=1.440$ eV nm, $C=0.75\times1.440\times2\times13.52/\sqrt\pi=16.5$ eV, which is far from negligible.

The effect on an orbital can be found in closed form. Let its density be a Gaussian of standard deviation $\sigma$,

$$\rho(r)=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2},\qquad\rho(q)=e^{-q^2\sigma^2/2}.\tag{14}$$

If the orbital is occupied, its own term in (1) lowers its level by

$$J=\iint\rho(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,\rho(\mathbf r')\,d^3r\,d^3r'=\int\frac{d^3q}{(2\pi)^3}v(q)e^{-q^2\sigma^2}.\tag{15}$$

The angular integral gives $4\pi$, and the $q^2$ of the volume element cancels the $1/q^2$ of $v$:

$$J=\frac{e^2}{2\pi^2\varepsilon_0}\int_0^\infty dq\left[e^{-q^2\sigma^2}-\left(1-\frac1\varepsilon\right)e^{-q^2(\sigma^2+1/4\mu^2)}\right].\tag{16}$$

Each term is $\int_0^\infty e^{-bq^2}dq=\tfrac12\sqrt{\pi/b}$, so

$$J=\frac{e^2}{4\pi^{3/2}\varepsilon_0}\left[\frac1\sigma-\left(1-\frac1\varepsilon\right)\frac{2\mu}{\sqrt{1+4\mu^2\sigma^2}}\right].\tag{17}$$

The first term is the bare value $J_0$. For $\mu\sigma\ll1$ the second tends to $C$, so $J\to J_0-C$ and the ratio $J/J_0$ approaches one. For $\mu\sigma\gg1$ the second tends to $(1-1/\varepsilon)J_0$, so $J\to J_0/\varepsilon$. The two limits in wavevector thus reappear as limits in orbital size.

For a valence-like orbital with $\sigma=0.05$ nm, $2\mu\sigma=1.352$ and $J/J_0=1-0.75\times1.352/\sqrt{1+1.352^2}=0.397$. With $J_0=16.25$ eV this gives $J=6.45$ eV. Two other sizes show the limits:

| Orbital | $\sigma$ (nm) | $J_0$ (eV) | $J$ (eV) | $J/J_0$ |
|---|---|---|---|---|
| core-like | 0.005 | 162.5 | 146.2 | 0.900 |
| valence-like | 0.05 | 16.25 | 6.45 | 0.397 |
| defect-like | 0.3 | 2.71 | 0.69 | 0.256 |

The core-like orbital loses 16.3 eV, close to $C$. The defect-like one is nearly at $1/\varepsilon$. The valence-like one lies between, and of the three its ratio $J/J_0$ changes most with $\mu$. In eV the core-like one changes most, because $C\propto\mu$. In all three cases the Hartree self-repulsion is still $J_0$. The remainder $J_0-J$ is left to the semilocal partner, whose potential cancels only part of it in the orbital's level.

## The zero-wavevector term on a mesh

An $N\times N\times N$ mesh for a cubic cell of edge $a$ describes a periodic supercell of edge $L=Na$. The integral (15) becomes a sum over $\mathbf q=2\pi\mathbf n/L$, with $\mathbf n$ a vector of integers. The divergent term $\mathbf q=0$ is dropped, which is marked by a prime:

$$J_{\rm mesh}=\frac{e^2}{\varepsilon_0L^3}\sum_{\mathbf q}{}^{'}\frac{F(q)}{q^2},\qquad F(q)=w(q)e^{-q^2\sigma^2}=\frac1\varepsilon+F_1q^2+\dots\tag{18}$$

Multiplying the expansions of $w$ and of the Gaussian gives $F_1=(1-1/\varepsilon)/4\mu^2-\sigma^2/\varepsilon$.

To find the error, isolate the singularity with an auxiliary length squared $b>0$:

$$\frac{F(q)}{q^2}=\frac1\varepsilon\frac{e^{-bq^2}}{q^2}+h(q),\qquad h(0)=F_1+\frac b\varepsilon.\tag{19}$$

The function $h$ is smooth. By Poisson summation, its full lattice sum divided by $L^3$ equals its integral plus the values of its real-space transform at the nonzero supercell vectors. The $1/r$ tails in that transform have weights $1$, $-(1-1/\varepsilon)$ and $-1/\varepsilon$, which add to zero. What remains decays like a Gaussian and is negligible when $L$ is much larger than $\sigma$, $1/\mu$ and $\sqrt b$. Integral minus primed sum is therefore the omitted term, $h(0)/L^3$.

For the singular part define

$$D_b=\int\frac{d^3q}{(2\pi)^3}\frac{e^{-bq^2}}{q^2}-\frac1{L^3}\sum_{\mathbf q}{}^{'}\frac{e^{-bq^2}}{q^2}.\tag{20}$$

Differentiating with respect to $b$ removes $1/q^2$ and leaves minus the same difference for the smooth function $e^{-bq^2}$, which is $-1/L^3$. By scaling, $LD_b$ depends on $b/L^2$ alone. Together these give

$$D_b=\frac{\xi}{4\pi L}-\frac b{L^3},\tag{21}$$

with $\xi$ a pure number of the cubic lattice. Evaluating (20) with $L=1$ and small $b$ gives

$$\xi=\frac1{\sqrt{\pi b}}+4\pi b-\frac1\pi\sum_{\mathbf n\neq0}\frac{e^{-4\pi^2bn^2}}{n^2}=2.8373.\tag{22}$$

Adding $D_b/\varepsilon$ and $h(0)/L^3$, the arbitrary $b$ cancels:

$$J-J_{\rm mesh}=\frac{\xi e^2}{4\pi\varepsilon_0\varepsilon L}+\frac{e^2}{\varepsilon_0L^3}\left[\left(1-\frac1\varepsilon\right)\frac1{4\mu^2}-\frac{\sigma^2}\varepsilon\right].\tag{23}$$

The leading error carries $1/\varepsilon$, because the omitted point lies where screening is macroscopic.

For the valence-like orbital and $L=1$ nm the first term is $1.440\times2.8373/4=1.021$ eV and the second is 0.007 eV. An explicit lattice sum, subtracted from (17), gives 1.029 eV, equal to their total. This is 16% of $J$. At $L=2$ nm the explicit difference is 0.512 eV, so doubling the mesh in each direction only halves the error. Adding the first term of (23) is much cheaper. The correction for a bare interaction at $L=1$ nm would be 4.086 eV, so using it here would overshoot by about 3.1 eV. Equation (23) is for a localized orbital in a cubic supercell; other shapes have another $\xi$. The first term alone suffices only while $\sigma\ll L$. For the defect-like orbital at $L=2$ nm it gives 0.511 eV against an actual difference of 0.462 eV, which both terms together reproduce. At $L=1$ nm the actual difference is 0.669 eV, the first term gives 1.021 eV, and even both terms give only 0.633 eV.

## Where the model departs from real screening

The Gaussian in (6) is a convenience. Against the interpolation (8), $w$ is too small by at most 0.034, at $q=1.72\mu$. At large $q$ the sign reverses: by (10) real screening fades as $q^{-4}$, while in the model it fades as the Gaussian $e^{-q^2/4\mu^2}$. At $q=6\mu$ the deficit $1-w$ is $9\times10^{-5}$, against $8\times10^{-3}$ for the interpolation. Using $1/\varepsilon(q)$ from (8) in (15) gives 6.62 eV for the valence-like orbital, so the model value is 2.5% low. For the core-like orbital it is 0.1% high, and for the defect-like one the two agree to the digits shown in the table. These figures measure the Gaussian shape against (8), to which $\mu$ was matched, and not against a real insulator. With the full $1/\varepsilon(q)$ of the gapped free-electron gas described after (12), the valence-like value is 6.86 eV and the model is 6% low.

The parameters are roughly those of a high-permittivity gate oxide in a logic transistor: $\varepsilon=4$ means a refractive index of 2. The lattice of such an oxide also screens, which the assumption of clamped nuclei leaves out. With a rough static constant $\varepsilon_s=20$, the interaction of slow charges 1 nm apart falls from 0.360 eV to 0.072 eV. This does not justify putting $1/\varepsilon_s$ into the functional, since the lattice cannot follow electronic motion faster than its vibrations. Its effect on a band edge can be sized by second-order perturbation theory. Let the phonon energy be $\hbar\omega=0.06$ eV and the band mass $m^*=0.5m$, both rough. For an immobile charge, each wavevector must yield half the change in interaction, $(e^2/2\varepsilon_0q^2)(1/\varepsilon-1/\varepsilon_s)$. Recoil multiplies this by $\hbar\omega/(\hbar\omega+\hbar^2q^2/2m^*)$. Integrating over $\mathbf q$ gives a shift

$$\Delta E=\frac{e^2}{8\pi\varepsilon_0}\left(\frac1\varepsilon-\frac1{\varepsilon_s}\right)\sqrt{\frac{2m^*\omega}\hbar}\approx0.13\ \text{eV}.\tag{24}$$

It lowers the conduction edge, and it raises the valence edge by the same amount if the two masses are equal. The shift grows as $\sqrt{m^*}$, to 0.26 eV at $m^*=2m$, so the generally heavier oxygen-derived valence bands of such oxides move more. The shift is 2.1 phonon energies. Since the phonon energy, the mass and $\varepsilon_s$ are rough, it is only a guide.

Three further effects are also left out of the model.

- **Frequency.** For electrons bound with one frequency $\omega_0$, $\varepsilon(\omega)=1+\omega_p^2/(\omega_0^2-\omega^2)$. With $\hbar\omega_p=23.5$ eV, $\varepsilon(0)=4$ requires $\hbar\omega_0=13.6$ eV. At an energy transfer of 6 eV, $1/\varepsilon$ is then 0.211 instead of 0.25, a 15% reduction that a static kernel misses.
- **Anisotropy.** In a crystal with a dielectric tensor, Poisson's equation replaces $\varepsilon q^2$ by $\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q$. Principal values from 3.8 to 4.2 spread the small-$q$ weight from 0.263 to 0.238, about 5% either way.
- **Inhomogeneity.** Equation (2) depends on distance alone, whereas screening in a crystal also couples wavevectors that differ by reciprocal-lattice vectors. That coupling is not computed here. As a rough stand-in, halving or doubling $n$ at fixed $\varepsilon$ changes the valence-like $J$ to 6.87 or 6.07 eV, about 6%.

For a bulk insulator with nearly isotropic electronic screening, the choice is therefore $a_S=1$, $a_L=1/\varepsilon$ with the clamped-nuclei constant, $\mu$ estimated from (12), and a mesh correction that carries the same $1/\varepsilon$. In a film a few nanometres thick, wavevectors below the inverse thickness also feel the neighbouring layers, and a single bulk $\varepsilon$ no longer describes them. The remaining digits are in the numerical output below.

## Computed values

```
electronic dielectric constant eps = 4.0
valence electron density = 400 nm^-3
e^2/(4 pi eps0) = 1.43996 eV nm
Fermi wavevector = 22.794 nm^-1
Thomas-Fermi wavevector = 23.419 nm^-1
plasmon energy = 23.48 eV
separation parameter mu = 13.521 nm^-1 = 0.7155 bohr^-1
separation length 1/mu = 0.0740 nm
v/bare at q = 0.1 mu: transform 0.25187, formula 0.25187
v/bare at q = 0.5 mu: transform 0.29544, formula 0.29544
v/bare at q = 1.0 mu: transform 0.41590, formula 0.41590
v/bare at q = 2.0 mu: transform 0.72409, formula 0.72409
v/bare at q = 4.0 mu: transform 0.98626, formula 0.98626
v/bare at q = 10.0 mu: transform 1.00000, formula 1.00000
global hybrid, weight 1/eps: v/bare at 0.1 mu 0.2500, at 10 mu 0.2500
short-range only, weight 0.25: v/bare at 0.1 mu 0.0006, at 10 mu 0.2500
constant term of v(q) at small q = 0.01856 eV nm^3
metal limit v(q=0) = 0.03299 eV nm^3
short-distance offset C = 16.477 eV
core-like, sigma = 0.005 nm: J bare 162.483 eV, J 146.154 eV, ratio 0.8995
valence-like, sigma = 0.050 nm: J bare 16.248 eV, J 6.451 eV, ratio 0.3970
defect-like, sigma = 0.300 nm: J bare 2.708 eV, J 0.692 eV, ratio 0.2556
cubic lattice constant xi = 2.837297
L = 1.0 nm, sigma = 0.05 nm: missing J 1.02865 eV, 1/L term 1.02140 eV, 1/L^3 term 0.00725 eV
  1/L term for the bare interaction = 4.08561 eV
L = 2.0 nm, sigma = 0.05 nm: missing J 0.51161 eV, 1/L term 0.51070 eV, 1/L^3 term 0.00091 eV
  1/L term for the bare interaction = 2.04280 eV
largest misfit to interpolation = -0.0343 at q = 1.72 mu
1 - v/bare at q = 6 mu: model 9.26e-05, interpolation 7.85e-03
core-like: J with interpolated screening = 146.024 eV
valence-like: J with interpolated screening = 6.618 eV
defect-like: J with interpolated screening = 0.692 eV
oscillator energy = 13.56 eV
1/eps static = 0.2500, at 6.0 eV = 0.2114
static constant with lattice = 20.0, phonon energy = 0.06 eV, band mass = 0.5 m_e
lattice screening lowers v at r = 1 nm by 0.2880 eV from 0.3600 eV
polaron coupling = 2.130, band-edge shift = 0.1278 eV
anisotropy, eps 3.8 to 4.2: small-q weight 0.2632 to 0.2381
density times 0.5: mu = 12.046 nm^-1, valence-like J = 6.872 eV
density times 2.0: mu = 15.177 nm^-1, valence-like J = 6.072 eV
```
